Telling lattice mismatch from rotation by the direction of moiré fringes

**Problem.** A thin crystal layer has lattice planes of spacing d₁ = 0.19 nm, seen edge-on in a transmission electron microscope. A second thin layer lies flat on it. In specimen A the second layer is unturned, but its planes are 4 % wider apart. In specimen B the second layer is identical to the first, but has been turned in its own plane by an angle θ.

(a) What is the spacing of the moiré fringes in A?

(b) What θ gives B the same fringe spacing?

(c) How do the fringes run in each specimen, and what can their direction tell about a specimen whose history is unknown?

**A tempting solution**

Two sets of planes with slightly different spacings drift in and out of step, like two tones that beat. The beat frequency is the difference of the two frequencies, so with d₂ = 1.04 d₁ = 0.1976 nm,

1/D = 1/d₁ − 1/d₂, which gives D = 4.94 nm.

A mismatch e = 0.04 shifts each plane by 4 % of its distance from the origin. A turn by θ shifts it by a fraction θ, in radians. Equal shifts should give equal fringes, so θ = 0.04 rad = 2.29°. In both specimens the fringes come from planes that almost coincide, so they should run along those planes. Direction then carries no information, and any specimen with 4.94 nm fringes has a mismatch of 4 %.

**Where it fails**

The answer to (a) is right. The fault enters with specimen B, where the beat is still treated as a difference of two numbers. The two layers of B have equal plane spacings, so that difference is zero and the beat formula predicts no fringes at all. The argument rescues itself by putting θ in the place of e, but a shift has a direction as well as a size. Mismatch moves a point along the line from the origin, while a turn moves it across that line. A set of planes therefore has to be described by a vector, and the beat by a difference of vectors.

**Fringes from two waves**

Describe the planes of layer 1 by the reciprocal vector **g**₁, which is normal to the planes and has length 1/d₁, with no factor 2π. Take the x axis along **g**₁, so that the planes run along y. Layer 2 has the vector **g**₂, of length 1/d₂. Angles are counted anticlockwise from **g**₁.

Let each layer send one diffracted wave into the image, with real amplitudes A₁ and A₂ and a relative phase φ that is constant over the field:

ψ = A₁ exp(2πi **g**₁·**r**) + A₂ exp(2πi **g**₂·**r** + iφ).

In |ψ|² the squares of the two terms give A₁² + A₂². Each cross term is the complex conjugate of the other, and their sum is twice the real part:

I = A₁² + A₂² + 2A₁A₂ cos(2π **K**·**r** + φ), with **K** = **g**₂ − **g**₁.

Along a bright fringe the cosine stays constant, so a step Δ**r** along it satisfies **K**·Δ**r** = 0. The fringes are perpendicular to **K**. A step of length D along **K** reaches the next fringe when 2π|**K**|D = 2π, hence

D = 1/|**K**|.

The same **K** appears near the direct beam, because an electron diffracted by **g**₂ in one layer and by −**g**₁ in the other leaves with a total change **K**. The fringes can therefore be seen even when the lattice planes themselves are not resolved.

**(a) Pure mismatch**

Write d₂ = d₁(1 + e). Both vectors lie along x, and so does their difference:

K_x = 1/[d₁(1 + e)] − 1/d₁ = [1 − (1 + e)]/[d₁(1 + e)] = −e/[d₁(1 + e)], K_y = 0.

The minus sign says that the wider planes have the shorter reciprocal vector. The spacing depends on the size alone:

D = d₁(1 + e)/|e|.

For specimen A, K_x = −0.04/(0.1976 nm) = −0.2024 nm⁻¹ and D = 0.1976 nm/0.04 = 4.94 nm. Since **K** lies along **g**₁, the fringes are perpendicular to **g**₁ and run along the lattice planes.

**(b) Pure rotation**

Now |**g**₂| = |**g**₁| = 1/d₁, and **g**₂ points at the angle θ:

**K** = (1/d₁)(cos θ − 1, sin θ).

The half-angle identities cos θ − 1 = −2 sin²(θ/2) and sin θ = 2 sin(θ/2) cos(θ/2) let a common factor be taken out:

**K** = (2/d₁) sin(θ/2) (−sin(θ/2), cos(θ/2)).

The last bracket is a unit vector, so

D = d₁/[2 sin(|θ|/2)].

Setting this equal to the mismatch spacing and cancelling d₁ gives the condition for equal fringes:

2 sin(|θ|/2) = |e|/(1 + e).

With e = 0.04, sin(θ/2) = 0.04/(2 × 1.04) = 0.01923, so θ = 2.204°.

The tempting value of 2.29° would have given fringes of 4.75 nm, about 4 % too short. For small positive e the condition reads θ ≈ e/(1 + e) ≈ e(1 − e), so the shortcut θ = e is right to leading order, and its relative error is about e itself.

**(c) The two directions**

The rotation fringes are perpendicular to (−sin(θ/2), cos(θ/2)). The vector (cos(θ/2), sin(θ/2)) has zero scalar product with it, so the fringes run at θ/2 from **g**₁, along the bisector of **g**₁ and **g**₂.

For specimen B, **K** = (−0.0039, 0.2024) nm⁻¹. It points almost along y, and the fringes lie at 1.10° from **g**₁. They cross the lattice planes nearly at right angles. The fringes of A lie at 90° from **g**₁, so the two sets have the same spacing but differ in direction by 90° − θ/2 = 88.9°.

Counting planes shows why. At a point **r**, **g**₁·**r** is the number of planes of layer 1 passed since the origin, and **g**₂·**r** is the number for layer 2. The layers are in step where the two counts differ by a whole number. In A the count difference grows on walking across the planes and stays fixed on walking along them. In B, a walk across the planes adds nearly equal amounts to both counts, while a walk along the planes of layer 1 cuts through the tilted planes of layer 2.

**When both causes are present**

A real second layer may be both mismatched and turned. Then

**K** = (cos θ/d₂ − 1/d₁, sin θ/d₂).

Squaring and adding the components, with cos²θ + sin²θ = 1, gives

1/D² = 1/d₁² + 1/d₂² − 2 cos θ/(d₁d₂).

For the direction, multiply **K** by d₂, which changes its length but not its line: d₂**K** = (cos θ − 1 − e, sin θ). A vector perpendicular to it is (sin θ, 1 + e − cos θ), so the fringe angle β from **g**₁ obeys

tan β = (1 + e − cos θ)/sin θ.

As θ → 0 at fixed nonzero e, the right side grows without limit in size and β → 90°. For e = 0 it becomes (1 − cos θ)/sin θ = tan(θ/2), so β = θ/2. Both pure cases are recovered. When θ is small and θ² is much less than |e|, the formula reduces to

tan β ≈ e/θ.

The direction thus measures the ratio of mismatch to rotation, and the spacing measures their combined size. Fringes near 90° from **g**₁ point to mismatch, fringes near 0° point to rotation, and fringes near 45° or 135° mean that the two contribute about equally, with e and θ of the same sign at 45° and of opposite sign at 135°.

**How sensitive the direction is**

Let a mismatched pair carry a small accidental twist θ. The fringes turn away from 90° by an angle γ with tan γ = 1/tan β ≈ θ/e. For |θ| much less than |e| this is

γ ≈ θ/e.

With e = 0.04 the twist is magnified 25 times: 0.10° of twist turns the fringes by 2.5°. A twist of 0.50° brings them to β = 77.7°, a turn of 12.3°, slightly less than 25 × 0.50° because the tangent grows faster than its angle. The spacing falls only from 4.94 nm to 4.82 nm. Direction is the far more sensitive sign of the twist.

A small mismatch also disturbs the rotated pair. If layer 2 of specimen B is 0.20 % wider in spacing, then 1 − cos θ = 2 sin²(θ/2) = 0.00074 and sin θ = 0.0385, so

tan β = (0.0020 + 0.00074)/0.0385 = 0.071,

and β = 4.1° instead of 1.1°, while D stays at 4.94 nm to three digits. The verdict "mostly rotation" is safe, but the exact bisector direction is not a robust mark of a real specimen.

**What the image leaves open**

Replacing **K** by −**K** and φ by −φ leaves the cosine unchanged. The fringes therefore allow two answers,

**g**₂ = **g**₁ + **K** or **g**₂ = **g**₁ − **K**,

and each gives a mismatch e = |**g**₁|/|**g**₂| − 1 and a rotation equal to the angle of **g**₂.

For specimen A the second answer has length 1/d₁ + e/[d₁(1 + e)] = (1 + 2e)/[d₁(1 + e)], so its mismatch is

e′ = (1 + e)/(1 + 2e) − 1 = −e/(1 + 2e) = −0.04/1.08 = −3.70 %.

A layer with planes 4 % wider and one with planes 3.70 % narrower give the same fringes.

For specimen B the second answer is (1/d₁)(2 − cos θ, −sin θ). Its squared length, in units of 1/d₁², is 4 − 4 cos θ + 1 = 1 + 8 sin²(θ/2), slightly more than one. It describes a layer turned the other way, by −2.20°, with a mismatch of −0.15 %. If the mismatch is known to be zero, the side of **g**₁ on which the fringes lie gives the sense of the turn. An unknown mismatch of this small size removes that information.

The direction therefore names the kind of cause, but not its sign. When mismatch and rotation are both clearly present, the second answer reverses both signs together, so the direction still tells whether e and θ have the same sign. A diffraction pattern in which the two spots are resolved, and each can be assigned to its layer, settles the sign.

There is a second gap. One reflection fixes **g**₂ and nothing more about the layer. A shear that slides the rows of layer 2 along x in proportion to y tilts the planes considered here, yet leaves the planes perpendicular to y in place. Its **g**₂ can look like that of a rotation. The reading "rotation" assumes that layer 2 is an evenly dilated and rigidly turned copy of layer 1. The turn must also be small enough that **g**₂ is the reflection of layer 2 nearest to **g**₁. Otherwise another pair produces the coarser fringes.

**Constructing the images numerically**

The patterns can also be built without putting **K** in by hand. Let each layer multiply the electron wave by exp[ia cos(2π **g**·**r**)], a thin phase grating of strength a. Multiply the two gratings, Fourier transform the wave, keep the beams within 1 nm⁻¹ of the direct beam, transform back and take the squared modulus. The strongest fringe component of the resulting image, for a = 0.5, has a spacing of 4.94 nm in both specimens, and the fringes lie at 90.0° from **g**₁ in A and 1.10° in B.

For specimen A, raising a to 1.2 leaves the spacing at 4.94 nm, but the amplitude of the fundamental fringe component, divided by the mean intensity, rises from 0.265 to 1.443. A value above one would make a pure cosine fringe negative. Here the image also contains harmonics at 2**K**, 3**K** and so on, because all the beams that pass the aperture interfere with one another. The beams at +**K** and −**K**, for example, differ by 2**K**. The complete sum is a squared modulus and so cannot be negative. For any non-negative periodic intensity this ratio can reach at most 2, since the amplitude is twice the size of an average of I exp(iα), where α is the fringe phase, and that average cannot exceed the mean of I. Stronger scattering in this model changes the fringe profile and not the period. The harmonics can, however, come to dominate the profile. At a = 2 the component at 2**K** is stronger than the one at **K**, and a spacing read from the strongest component would come out at half the true value. Propagation inside thick crystals is outside the model.

**Beside a real film**

The numbers are round values in the regime of the (220) planes of a relaxed germanium film on silicon, where the spacing is roughly 0.19 nm and the mismatch roughly 4 %. Such a film need not be free of strain. If its planes are stretched by a further 0.2 %, a rough figure, then 1 + e becomes 1.04 × 1.002 and the fringe spacing drops by 4.8 %. The fringes respond strongly because D depends on the small difference between two spacings. By the same route, if both layers expand freely and the film expands more, heating by 100 K with a rough difference in thermal expansion of 3 × 10⁻⁶ K⁻¹ shortens D by 0.7 %. A film held by its substrate would respond differently. A stretch or expansion that is equal in all directions of the film plane leaves the direction of the mismatch fringes alone. A stretch along an axis oblique to **g**₁ tilts the planes slightly and does turn the fringes. Misfit dislocations, which strain a relaxed interface unevenly, are not included.

The two layers also cannot both sit at the Bragg condition in specimen A. With layer 1 at Bragg, the incident wave has the transverse component −**g**₁/2. The sphere of allowed wave vectors, of radius 1/λ, falls away by λq²/2 at a small transverse distance q, so **g**₂ misses it by

s = (λ/2)(|**g**₁/2|² − |**g**₂ − **g**₁/2|²) = (λ/2) **g**₂·(**g**₁ − **g**₂).

At 200 kV, λ = 0.002508 nm and s = (0.002508/2) × 5.061 × 0.2024 = 0.001285 nm⁻¹. If each electron scatters at most once in a layer of thickness t, the phases across the thickness average to an amplitude factor sin(πst)/(πst). For t = 50 nm this factor alone would lower the diffracted intensity by 1.35 %. The smaller A₂ reduces the fringe amplitude 2A₁A₂ slightly, and in a layer of uniform thickness it does not turn the fringes. The percentage is not a prediction for a germanium film of that thickness. Single scattering requires a layer much thinner than the extinction distance, which is roughly 65 nm for the (220) planes of germanium at this voltage. In a 50 nm film, repeated scattering changes the loss.

In practice the direction of **g**₁ must be carried from the diffraction pattern to the image, and the microscope may rotate one against the other. An error of 1° in that calibration shifts β by 1°. This is harmless for separating two cases 88.9° apart. If the same image is used to measure a small twist in a mismatched pair, γ ≈ θ/e turns the 1° into a twist error of 0.04°.

Numbers in the example were calculated in double precision.
